# Closed Kramers-Kronig transform of the Tauc-Lorentz absorption and its singular points

## Problem

The Tauc-Lorentz model describes interband absorption above a gap $E_g$. With photon energy $E>0$ and

$$D(x)=(x^2-E_0^2)^2+C^2x^2,$$

it sets

$$\varepsilon_2(E)=\frac{AE_0C\,(E-E_g)^2}{E\,D(E)}\quad(E>E_g),\qquad \varepsilon_2(E)=0\quad(0<E\le E_g).$$

The amplitude $A$, the resonance energy $E_0$, the broadening $C$ and the gap $E_g$ are all in eV, with $A,E_0,C>0$ and $E_g\ge0$. The convention is $\varepsilon=\varepsilon_1+i\varepsilon_2$ with $\varepsilon_2\ge0$ for absorption, and

$$\varepsilon_1(E)=\varepsilon_\infty+\frac{2}{\pi}\,P\!\int_{E_g}^{\infty}\frac{x\,\varepsilon_2(x)}{x^2-E^2}\,dx .$$

Here $P$ denotes the principal value. The constant $\varepsilon_\infty$ is the vacuum value $1$ plus the contribution of any transitions far above the modelled range.

(a) Evaluate the integral by partial fractions for $C<2E_0$.

(b) Check the result at $E_g=0$ and at large $E$.

(c) The closed form contains divisions by zero or infinite logarithms at $E=0$, $E=E_g$ and $C=2E_0$. Decide which of these singularities are removable, and find a form that can be evaluated at and near all three.

(d) Evaluate the result for $A=100$, $E_0=4$, $C=2$, $E_g=1.5$ eV and $\varepsilon_\infty=1$. These are round model parameters, not those of a material.

## Solution

### (a) Partial fractions

**Separating the pole.** The factor $x$ in the transform cancels the $1/x$ in $\varepsilon_2$:

$$\varepsilon_1-\varepsilon_\infty=\frac{2AE_0C}{\pi}\,I,\qquad I=P\!\int_{E_g}^\infty\frac{(x-E_g)^2}{D(x)(x^2-E^2)}\,dx .$$

The integrand falls as $x^{-4}$, so the integral converges at infinity. Define

$$\alpha^2=4E_0^2-C^2,\qquad \gamma^2=E_0^2-\tfrac12C^2,\qquad K=D(E).$$

Expanding $D$ gives $D(x)=x^4-2\gamma^2x^2+E_0^4$. Since $E_0^4-\gamma^4=E_0^2C^2-C^4/4=\alpha^2C^2/4$, it is also

$$D(x)=(x^2-\gamma^2)^2+\tfrac14\alpha^2C^2 .$$

Subtracting the values at $x$ and $E$ gives

$$D(x)-K=(x^4-E^4)-2\gamma^2(x^2-E^2)=(x^2-E^2)(x^2+E^2-2\gamma^2).$$

Dividing by $K\,D(x)(x^2-E^2)$ and rearranging separates the pole at $x=E$ from the resonance:

$$\frac{1}{D(x)(x^2-E^2)}=\frac1K\left[\frac1{x^2-E^2}-\frac{x^2+E^2-2\gamma^2}{D(x)}\right].$$

The numerator is written as

$$(x-E_g)^2=(x^2-E^2)+(E^2+E_g^2)-2E_gx .$$

Its first part cancels the pole and leaves $1/D$. The second part is even in $x$ and the third is odd. With

$$J_n=\int_{E_g}^\infty\frac{x^n}{D(x)}dx,\qquad L=P\!\int_{E_g}^\infty\frac{dx}{x^2-E^2},$$

$$M=P\!\int_{E_g}^\infty x\left[\frac1{x^2-E^2}-\frac{x^2+E^2-2\gamma^2}{D(x)}\right]dx,$$

the integral becomes

$$I=J_0+\frac{E^2+E_g^2}{K}\left[L-J_2-(E^2-2\gamma^2)J_0\right]-\frac{2E_g}{K}M .$$

The two pieces of $M$ must stay together, because each alone diverges logarithmically at infinity.

**The integrals $J_0$ and $J_2$.** Since $D(x)=(x^2+E_0^2)^2-\alpha^2x^2$, the denominator factors as $D=Q_+Q_-$ with

$$Q_\pm=x^2\pm\alpha x+E_0^2=(x\pm\tfrac12\alpha)^2+\tfrac14C^2 .$$

From $Q_+-Q_-=2\alpha x$ follows

$$\frac{x^2}{D}=\frac1{2\alpha}\left[\frac{x}{Q_-}-\frac{x}{Q_+}\right].$$

Similarly, $(x+\alpha)Q_--(x-\alpha)Q_+=2\alpha E_0^2$: the cubic, quadratic and linear terms cancel. Hence

$$\frac1D=\frac1{2\alpha E_0^2}\left[\frac{x+\alpha}{Q_+}-\frac{x-\alpha}{Q_-}\right].$$

Write each numerator as half the derivative of its quadratic plus a constant. For example, $x+\alpha=(x+\alpha/2)+\alpha/2$, so

$$\int\frac{x+\alpha}{Q_+}dx=\tfrac12\ln Q_++\frac\alpha C\arctan\frac{2x+\alpha}{C},$$

$$\int\frac{x-\alpha}{Q_-}dx=\tfrac12\ln Q_--\frac\alpha C\arctan\frac{2x-\alpha}{C}.$$

For $x^2/D$, the numerator $x$ over $Q_+$ has the constant $-\alpha/2$, and over $Q_-$ it has $+\alpha/2$:

$$\int\frac{x}{Q_\pm}dx=\tfrac12\ln Q_\pm\mp\frac\alpha C\arctan\frac{2x\pm\alpha}{C}.$$

At infinity $\ln(Q_+/Q_-)\to0$ and each arctangent tends to $\pi/2$. Define the values left by the lower limit:

$$\Lambda=\ln\frac{E_0^2+E_g^2+\alpha E_g}{E_0^2+E_g^2-\alpha E_g},$$

$$\Theta=\pi-\arctan\frac{2E_g+\alpha}{C}-\arctan\frac{2E_g-\alpha}{C}.$$

Then

$$J_0=\frac{\Theta}{2CE_0^2}-\frac{\Lambda}{4\alpha E_0^2},\qquad J_2=\frac{\Theta}{2C}+\frac{\Lambda}{4\alpha}.$$

**The integral $J_1$.** With $u=x^2$ and $x\,dx=du/2$,

$$J_1=\frac12\int_{E_g^2}^{\infty}\frac{du}{(u-\gamma^2)^2+\alpha^2C^2/4}=\frac{\Phi}{\alpha C},$$

$$\Phi=\frac\pi2+\arctan\frac{2(\gamma^2-E_g^2)}{\alpha C}.$$

**The principal values.** An antiderivative of $1/(x^2-E^2)$ is $(1/2E)\ln|(x-E)/(x+E)|$. If $E-\eta<x<E+\eta$ is cut out, the cut's two ends contribute a difference proportional to $\ln[\eta/(2E-\eta)]-\ln[\eta/(2E+\eta)]$, which vanishes as $\eta\to0$. Only the outer limits remain:

$$L=-\frac1{2E}\ln\frac{|E-E_g|}{E+E_g}.$$

For $M$, split $x^2+E^2-2\gamma^2=(x^2-\gamma^2)+(E^2-\gamma^2)$. Because $D'(x)=4x(x^2-\gamma^2)$,

$$M=\left[\tfrac12\ln|x^2-E^2|-\tfrac14\ln D(x)\right]_{E_g}^{\infty}-(E^2-\gamma^2)J_1 .$$

The bracket is $\frac12\ln(|x^2-E^2|/\sqrt{D(x)})$, which vanishes at infinity. Therefore

$$M=-\frac12\ln\frac{|E^2-E_g^2|}{\sqrt{D(E_g)}}-(E^2-\gamma^2)\frac{\Phi}{\alpha C}.$$

**Collecting coefficients.** In $KI$, the coefficient of $\Lambda/(4\alpha E_0^2)$ is

$$a_{\ln}=-K+(E^2+E_g^2)(E^2-2\gamma^2-E_0^2).$$

Here $-K$ comes from $J_0$, $-E_0^2$ from $J_2$, and $E^2-2\gamma^2$ from the last $J_0$. Insert $K=E^4-2\gamma^2E^2+E_0^4$. The terms $E^4$ and $2\gamma^2E^2$ cancel, and $2\gamma^2+E_0^2=3E_0^2-C^2$, so

$$a_{\ln}=(E_g^2-E_0^2)E^2+E_g^2C^2-E_0^2(E_0^2+3E_g^2).$$

The coefficient of $\Theta/(2CE_0^2)$ is

$$K-(E^2+E_g^2)(E^2+E_0^2-2\gamma^2)=E_0^4-E^2E_0^2-E_g^2(E^2-E_0^2+C^2).$$

This equals $-a_{\rm atan}$, with

$$a_{\rm atan}=(E^2-E_0^2)(E_0^2+E_g^2)+E_g^2C^2 .$$

Multiplication by $2AE_0C/\pi$ gives the Jellison-Modine form:

$$\begin{aligned}
\varepsilon_1=\varepsilon_\infty&+\frac{AC\,a_{\ln}}{2\pi K\alpha E_0}\Lambda-\frac{A\,a_{\rm atan}}{\pi KE_0}\Theta\\
&+\frac{2AE_0E_g}{\pi K\alpha}(E^2-\gamma^2)\left[\pi+2\arctan\frac{2(\gamma^2-E_g^2)}{\alpha C}\right]\\
&-\frac{AE_0C}{\pi K}\frac{E^2+E_g^2}{E}\ln\frac{|E-E_g|}{E+E_g}\\
&+\frac{2AE_0CE_g}{\pi K}\ln\frac{|E^2-E_g^2|}{\sqrt{D(E_g)}} .
\end{aligned}$$

The bracket in the third term is $2\Phi$. The last two terms carry the logarithms created by the pole. For $C>0$ the common denominator $K$ is positive at every real $E>0$, and at $E=0$ it equals $E_0^4$. At $E=E_0$ it is $C^2E_0^2$, so the formula cannot be evaluated there at $C=0$. For $E_0>E_g$ the resonance becomes a true pole as $C\to0$. For $E_0<E_g$ the absorption vanishes on the whole integration range in that limit, and $\varepsilon_1\to\varepsilon_\infty$.

### (b) Two limits

**Zero gap.** At $E_g=0$, $\Lambda=0$ and $\Theta=\pi$. The third and fifth terms vanish with $E_g$, and the fourth contains $\ln1=0$. Since $a_{\rm atan}=(E^2-E_0^2)E_0^2$, what remains is

$$\varepsilon_1=\varepsilon_\infty+\frac{AE_0(E_0^2-E^2)}{(E_0^2-E^2)^2+C^2E^2}.$$

This is the real part of $\varepsilon_\infty+AE_0/(E_0^2-E^2-iCE)$, the Lorentz oscillator. Its imaginary part is $AE_0CE/D(E)$, as the model requires at zero gap.

**High energy.** In the original integral use

$$\frac1{x^2-E^2}=-\frac1{E^2}+\frac{x^2}{E^2(x^2-E^2)} .$$

The second part leaves $E^{-2}$ times the principal value of $f(x)/(x^2-E^2)$, where $f=x^2(x-E_g)^2/D$ equals $1$ plus a smooth remainder falling as $1/x$. The constant contributes $L$, which is of order $E^{-2}$, and the remainder contributes at most order $E^{-2}\ln E$. Both vanish as $E\to\infty$, so to leading order

$$\varepsilon_1-\varepsilon_\infty\simeq-\frac{2AE_0C}{\pi E^2}\left(J_2-2E_gJ_1+E_g^2J_0\right).$$

The bracket is the integral of $(x-E_g)^2/D(x)$ and is positive. Far above the resonance the electrons therefore respond out of phase with the field, and $\varepsilon_1$ approaches $\varepsilon_\infty$ from below.

### (c) The singular points

**The gap, $E=E_g$.** The fourth and fifth terms each diverge. Set $s=D(E_g)^{1/4}$ and write their sum as $AE_0C\,G/(\pi K)$, where

$$G=\frac{E^2+E_g^2}{E}\ln\frac{E+E_g}{|E-E_g|}+2E_g\ln\frac{|E^2-E_g^2|}{s^2}.$$

The coefficient of $\ln[(E+E_g)/s]$ is $(E^2+E_g^2)/E+2E_g=(E+E_g)^2/E$. That of $\ln(|E-E_g|/s)$ is $-(E^2+E_g^2)/E+2E_g=-(E-E_g)^2/E$. Thus

$$G=\frac1E\left[(E+E_g)^2\ln\frac{E+E_g}{s}-(E-E_g)^2\ln\frac{|E-E_g|}{s}\right].$$

With $\delta=E-E_g$, the second part behaves as $\delta^2\ln|\delta|$. It vanishes at the gap, and so does its slope. The value $G(E_g)=4E_g\ln(2E_g/s)$ is finite.

The singularity is nevertheless not fully removable for $E_g>0$. The term $\delta^2\ln|\delta|$ has a second derivative $2\ln|\delta|+3$, so the curvature of $\varepsilon_1$ contains

$$-\frac{2AE_0C}{\pi E_gD(E_g)}\ln|\delta|,$$

which diverges. The origin is the onset of absorption: the second derivative of $\varepsilon_2$ jumps at the gap by $2AE_0C/[E_gD(E_g)]$, and the dispersion integral turns a jump into a logarithm. The value and slope of $\varepsilon_1$ can be continued through the gap, but a Taylor series there does not exist.

**Zero energy, $E=0$.** Let $E_g>0$. The logarithm in the fourth term vanishes linearly:

$$\frac1E\ln\frac{E_g+E}{E_g-E}=\frac2E\,\mathrm{artanh}\frac{E}{E_g}=\frac2{E_g}+\frac{2E^2}{3E_g^3}+\dots$$

This is an even power series, so the singularity is removable, and

$$G(0)=2E_g+2E_g\ln\frac{E_g^2}{s^2}.$$

In floating-point arithmetic the literal form loses accuracy as $E\to0$. The ratio inside the logarithm is close to one and carries a rounding error of order $10^{-16}$, which is then divided by $E$. The inverse hyperbolic tangent avoids forming that ratio. On either side of the gap,

$$\ln\frac{E+E_g}{|E-E_g|}=2\,\mathrm{artanh}\frac{\min(E,E_g)}{\max(E,E_g)} .$$

A workable rule is to use the squared form of $G$ for $|E-E_g|<E_g/2$, with $0^2\ln0$ set to zero, and the artanh form elsewhere.

**Critical damping, $C=2E_0$.** Here $\alpha=0$. First remove $\alpha$ from $\Theta$. Let $S$ be the sum of its two arctangents. The addition theorem gives

$$\tan S=\frac{4E_g/C}{1-(4E_g^2-\alpha^2)/C^2}=\frac{CE_g}{E_0^2-E_g^2},$$

because $C^2+\alpha^2=4E_0^2$. The sum grows from $0$ at $E_g=0$ towards $\pi$, which fixes the branch. With $\mathrm{atan2}(y,x)$ denoting the polar angle of the point $(x,y)$,

$$\Theta=\pi-S=\mathrm{atan2}(CE_g,\;E_g^2-E_0^2).$$

In the same notation $\Phi=\mathrm{atan2}(\alpha C/2,\;E_g^2-\gamma^2)$. Near critical damping $\gamma^2$ is close to $-E_0^2$, so the second argument is positive and $\Phi$ is an ordinary small arctangent. The quotients that occur are then

$$\frac\Lambda\alpha=\frac2\alpha\,\mathrm{artanh}\frac{\alpha E_g}{E_0^2+E_g^2}\to\frac{2E_g}{E_0^2+E_g^2},$$

$$\frac\Phi\alpha=\frac1\alpha\arctan\frac{\alpha C}{2(E_g^2-\gamma^2)}\to\frac{C}{2(E_g^2-\gamma^2)} .$$

Both are even in $\alpha$, hence power series in $\alpha^2$, and the singularity is removable.

For $C>2E_0$ put $\alpha=i\kappa$ with $\kappa=\sqrt{C^2-4E_0^2}$. The quotients become

$$\frac\Lambda\alpha=\frac2\kappa\arctan\frac{\kappa E_g}{E_0^2+E_g^2},\qquad \frac\Phi\alpha=\frac1\kappa\,\mathrm{artanh}\frac{\kappa C}{2(E_g^2-\gamma^2)} .$$

This continuation is legitimate because $D(x)>0$ on the integration path, so the $J_n$ are analytic in $C$ through $C=2E_0$. The artanh argument stays below one: now $\gamma^2<0$, and $(E_g^2-\gamma^2)^2\ge\gamma^4=E_0^4+\kappa^2C^2/4>\kappa^2C^2/4$.

**The form to evaluate.** For $E_g=0$ the function $G$ is zero at every $E>0$, and the same value is used at $E=0$. Together,

$$\varepsilon_1=\varepsilon_\infty+\frac{A}{\pi K}\left[\frac{Ca_{\ln}}{2E_0}\frac\Lambda\alpha-\frac{a_{\rm atan}}{E_0}\Theta+4E_0E_g(E^2-\gamma^2)\frac\Phi\alpha+E_0C\,G\right].$$

### (d) Numbers

For the given parameters $\alpha=\sqrt{64-4}=7.746$ eV and $\gamma^2=16-2=14$ eV². The lower-limit functions are $\Lambda=1.5051$, $\Theta=2.9268$ and $\Phi=2.5588$.

At $E=3$ eV the denominator is $K=(9-16)^2+4\cdot9=85$ eV⁴. The coefficients, in eV⁴, are

$$a_{\ln}=(2.25-16)\,9+9-16\,(16+6.75)=-478.75,$$

$$a_{\rm atan}=(9-16)(16+2.25)+9=-118.75 .$$

The first two terms are therefore

$$\frac{100\cdot2\cdot(-478.75)\cdot1.5051}{2\pi\cdot85\cdot7.746\cdot4}=-8.709,\qquad \frac{100\cdot118.75\cdot2.9268}{\pi\cdot85\cdot4}=32.538 .$$

The third is negative because $E^2-\gamma^2=-5$ eV²; it equals $-14.845$. The two pole logarithms give $12.342$ and $-6.604$. Hence

$$\varepsilon_1(3\ \text{eV})=1-8.709+32.538-14.845+12.342-6.604=15.72 .$$

Direct principal-value quadrature gives the same value to all six printed decimals. The absorption at this energy is $\varepsilon_2=800\cdot1.5^2/(3\cdot85)=7.06$.

| $E$ (eV) | $\varepsilon_1$ | $\varepsilon_2$ |
|---|---|---|
| 0 | 8.32 | 0 |
| 1.5 | 9.74 | 0 |
| 3 | 15.72 | 7.06 |
| 4 | 5.76 | 19.53 |
| 5 | −5.15 | 10.83 |
| 8 | −2.11 | 1.65 |

Below the gap $\varepsilon_1$ rises with $E$, since every denominator $x^2-E^2$ in the integral is positive and shrinks. Between 4 and 5 eV it changes sign. At 8 eV the high-energy law can be compared with the full result. With $J_0=0.04269$, $J_1=0.16517$ and $J_2=0.78027$ in their respective units, its bracket is $0.78027-3(0.16517)+2.25(0.04269)=0.3808$ eV⁻¹. The law gives $-1600\cdot0.3808/(64\pi)=-3.03$, against $\varepsilon_1-\varepsilon_\infty=-3.11$. This closeness does not demonstrate convergence. At 5 eV the law gives $-7.76$ against $-6.15$, and at 6 eV $-5.39$ against $-5.47$. The discrepancy changes sign between 5 and 6 eV, and as a fraction of the full value it is larger at 8 eV (2.7 %) than at 6 eV (1.5 %).

**At the gap.** One-sided difference quotients with step $h=10^{-4}$ eV are $2.744$ eV⁻¹ on the left and $2.746$ eV⁻¹ on the right. Their difference is $h$ times the second difference quotient, so it vanishes as $h\ln h$. That second quotient itself grows: it is $10.20$, $14.14$ and $18.09$ eV⁻² for $h=10^{-2}$, $10^{-3}$ and $10^{-4}$ eV. The predicted growth per decade,

$$\frac{2AE_0C\ln10}{\pi E_gD(E_g)}=3.947\ \text{eV}^{-2},$$

agrees with the last increment.

**Rounding.** The five-term formula, evaluated literally in double precision, returns no number at any of the three singular points. Nearby, its absolute error in the dimensionless $\varepsilon_1$, measured against 30-digit quadrature, depends on the point:

- At $E=10^{-4}$, $10^{-7}$ and $10^{-10}$ eV it is $5.7\times10^{-15}$, $1.1\times10^{-9}$ and $2.5\times10^{-7}$. A rounding error of $10^{-16}$ times the prefactor $AE_0CE_g^2/(\pi E_0^4)=2.2$ eV, divided by $E$, sets the scale of the error but not its value, because the actual rounding varies irregularly with $E$. The three errors here lie below this estimate, the first by a factor of several hundred; at other energies the error can exceed it somewhat.
- At $1-C/(2E_0)=10^{-14}$ and $E=1$ eV it is $4.5\times10^{-9}$. Here $\alpha\approx10^{-6}$ eV divides the rounding errors of $\Lambda$ and of the bracket.
- At $10^{-9}$ eV below the gap it is only $7\times10^{-15}$, provided the argument $|E^2-E_g^2|$ of the last logarithm is formed as the product $|E-E_g|\,(E+E_g)$. The cancelling logarithms are still moderate in size there, so little precision is lost. If $E^2-E_g^2$ is instead formed as a difference of squares, the rounding of $E^2$ (up to $2\times10^{-16}$ eV²) is divided by $2E_g|\delta|$ and multiplied by the prefactor $2AE_0CE_g/(\pi K)\approx3.9$. The error can then reach about $3\times10^{-16}\,\text{eV}/|\delta|$, which is of order $10^{-7}$ at $|\delta|=10^{-9}$ eV and about $0.3$ at $|\delta|=10^{-15}$ eV.

The rearranged form has an error below $10^{-14}$ in all these cases. It also agrees with quadrature for $C=8$ and $C=10$ eV, and for a resonance below the gap ($E_0=4$, $E_g=5$ eV). The numerical output lists these values.

These errors concern the evaluation of the model. The model itself sets the absorption below $E_g$ to zero and so leaves out any absorption tail in the gap; a measured $\varepsilon_1$ need not show the logarithmic curvature derived here.

## Computed results

```
A, E0, C, Eg = 100.0, 4.0, 2.0, 1.5 eV; eps_inf = 1.0
alpha = 7.745967 eV, gamma^2 = 14.000000 eV^2
Lambda = 1.505056, Theta = 2.926777 rad, Phi = 2.558755 rad
J0 = 0.04269493 eV^-3 (quadrature 0.04269493)
J1 = 0.16516695 eV^-2 (quadrature 0.16516695)
J2 = 0.78026980 eV^-1 (quadrature 0.78026980)
At E = 3.0 eV: K = 85.0000 eV^4
  term 1 = -8.708776
  term 2 = 32.538273
  term 3 = -14.844500
  term 4 = 12.342323
  term 5 = -6.603609
  eps_inf + sum of terms = 15.723711
  principal-value quadrature = 15.723711
E (eV)   eps2       eps1 stable   eps1 quadrature
 0.00    0.000000      8.315201      8.315201
 1.00    0.000000      8.850373      8.850373
 1.50    0.000000      9.741668      9.741668
 2.00    0.625000     11.558988     11.558988
 3.00    7.058824     15.723711     15.723711
 3.50   14.498089     14.303963     14.303963
 4.00   19.531250      5.755007      5.755007
 5.00   10.828729     -5.152232     -5.152232
 6.00    4.963235     -4.469892     -4.469892
 8.00    1.650391     -2.114800     -2.114800
Other parameters, eps1 at E = 3 eV (stable, quadrature):
  E0=4.0, C=8.0, Eg=1.5 eV: 6.169454, 6.169454
  E0=4.0, C=10.0, Eg=1.5 eV: 5.327625, 5.327625
  E0=4.0, C=2.0, Eg=5.0 eV: 1.226712, 1.226712
Literal formula at E = 0.0 eV, C = 2.0 eV: nan
Literal formula at E = 1.5 eV, C = 2.0 eV: nan
Literal formula at E = 1.0 eV, C = 8.0 eV: nan
Absolute errors against 30-digit quadrature (literal, stable):
  E = 1e-4 eV: 5.7e-15, 1.4e-15
  E = 1e-7 eV: 1.1e-09, 3.2e-15
  E = 1e-10 eV: 2.5e-07, 2.7e-15
  E = Eg - 1e-9 eV: 7.0e-15, 5.2e-15
  1-C/(2E0) = 1e-8, E = 1 eV: 3.7e-12, 7.7e-18
  1-C/(2E0) = 1e-14, E = 1 eV: 4.5e-09, 1.5e-16
Slopes left, right of gap: 2.74426, 2.74607 eV^-1
Second difference, h=1e-2,1e-3,1e-4 eV: 10.1967, 14.1435, 18.0908 eV^-2
Growth per decade of h: 3.9472, predicted 3.9472 eV^-2
```
